# The Obara–Saika recurrence for electron repulsion integrals, derived from three-centre overlaps, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the Coulomb integral to one-electron moments

Electron repulsion integrals over Gaussian functions with high powers of the coordinates can be built from integrals with lower powers. The problem is to find the rule that does this and to use it on numbers.

The functions are unnormalised primitive Cartesian Gaussians, all real. The first is

\[
\phi_a(\mathbf r)=\prod_{i=x,y,z}(r_i-A_i)^{a_i}\;e^{-\alpha|\mathbf r-\mathbf A|^2},
\]

with non-negative integer powers \(a_i\), centre \(\mathbf A\) and exponent \(\alpha>0\). The functions \(\phi_b,\phi_c,\phi_d\) have powers \(b_i,c_i,d_i\), centres \(\mathbf B,\mathbf C,\mathbf D\) and positive exponents \(\beta,\gamma,\delta\). An s function has all three powers zero. The symbol \(a+1_i\) means that the power \(a_i\) is raised by one while centre and exponent stay the same; \(a-1_i\) means that it is lowered by one. In atomic units the repulsion integral is

\[
(ab|cd)=\iint \phi_a(\mathbf r_1)\phi_b(\mathbf r_1)\,\frac{1}{r_{12}}\,\phi_c(\mathbf r_2)\phi_d(\mathbf r_2)\,d\mathbf r_1d\mathbf r_2,
\qquad r_{12}=|\mathbf r_1-\mathbf r_2| .
\]

Electron 1 is described by the pair \(ab\) and electron 2 by the pair \(cd\).

### (a) One exponent and one centre for each electron

Show that the two exponentials belonging to electron 1 combine into a single Gaussian, and find its exponent, centre and prefactor.

**Solution.** Put \(\zeta=\alpha+\beta\) and \(\mathbf P=(\alpha\mathbf A+\beta\mathbf B)/\zeta\). Expanding the squares gives

\[
\alpha|\mathbf r-\mathbf A|^2+\beta|\mathbf r-\mathbf B|^2
=\zeta r^2-2\zeta\,\mathbf r\cdot\mathbf P+\alpha A^2+\beta B^2
=\zeta|\mathbf r-\mathbf P|^2+\alpha A^2+\beta B^2-\zeta P^2 .
\]

The constant that remains is found from \(\zeta P^2=(\alpha^2A^2+2\alpha\beta\,\mathbf A\cdot\mathbf B+\beta^2B^2)/\zeta\). Since \(\alpha-\alpha^2/\zeta=\alpha\beta/\zeta\), and likewise \(\beta-\beta^2/\zeta=\alpha\beta/\zeta\),

\[
\alpha A^2+\beta B^2-\zeta P^2=\frac{\alpha\beta}{\zeta}\left(A^2+B^2-2\mathbf A\cdot\mathbf B\right)=\frac{\alpha\beta}{\zeta}|\mathbf A-\mathbf B|^2 .
\]

The product of the exponentials is therefore

\[
e^{-\alpha|\mathbf r-\mathbf A|^2}e^{-\beta|\mathbf r-\mathbf B|^2}=K_{AB}\,e^{-\zeta|\mathbf r-\mathbf P|^2},
\qquad K_{AB}=e^{-\alpha\beta|\mathbf A-\mathbf B|^2/\zeta}.
\]

For electron 2 the same steps give \(\eta=\gamma+\delta\), \(\mathbf Q=(\gamma\mathbf C+\delta\mathbf D)/\eta\) and \(K_{CD}=e^{-\gamma\delta|\mathbf C-\mathbf D|^2/\eta}\). The polynomials are untouched and still refer to the original centres. The factor \(K_{AB}\) makes the charge cloud \(\phi_a\phi_b\) small when the two centres are far apart compared with the widths of the functions.

### (b) The three-centre overlap inside the Coulomb integral

Replace \(1/r_{12}\) by a superposition of Gaussians, justify the exchange of integrations, and identify the integral over electron 1 at a fixed position of electron 2.

**Solution.** From \(\int_0^\infty e^{-u^2r^2}du=\sqrt\pi/(2r)\) for \(r>0\) it follows that

\[
\frac1{r_{12}}=\frac{2}{\sqrt\pi}\int_0^\infty e^{-u^2r_{12}^2}\,du .
\]

Before the integral over \(u\) is moved outside, the integral of the absolute value has to be finite. The function \(|\phi_a\phi_b|\) is bounded by some number \(M\) and is integrable. For any \(\mathbf r_2\), the region \(r_{12}<1\) contributes at most \(M\int_0^1 4\pi r^2\,r^{-1}dr=2\pi M\) to \(\int|\phi_a\phi_b|\,r_{12}^{-1}d\mathbf r_1\), and the region \(r_{12}\ge1\) at most \(\int|\phi_a\phi_b|\,d\mathbf r_1\). The sum is a bound independent of \(\mathbf r_2\), and multiplying it by the integrable function \(|\phi_c\phi_d|\) leaves a finite result. The order of integration may therefore be changed:

\[
(ab|cd)=\frac2{\sqrt\pi}\int_0^\infty I(ab,cd;u)\,du,
\]

\[
I(ab,cd;u)=\iint\phi_a\phi_b(\mathbf r_1)\,e^{-u^2r_{12}^2}\,\phi_c\phi_d(\mathbf r_2)\,d\mathbf r_1d\mathbf r_2 .
\]

At fixed \(\mathbf r_2\) and \(u\), the integral over electron 1 is

\[
S(a,b)=\int\phi_a(\mathbf r_1)\,\phi_b(\mathbf r_1)\,e^{-u^2|\mathbf r_1-\mathbf r_2|^2}\,d\mathbf r_1 .
\]

This is the overlap of three Gaussians centred at \(\mathbf A\), \(\mathbf B\) and \(\mathbf r_2\). The third is an s function of exponent \(u^2\), and the position of electron 2 acts as its centre. Integrating \(S(a,b)\) with the weight \(\phi_c\phi_d(\mathbf r_2)\) gives \(I(ab,cd;u)\).

### (c) A recurrence for the three-centre overlap

Use the fact that the integral of a total derivative vanishes to express \(S(a+1_i,b)\) through overlaps with lower powers.

**Solution.** The integrand of \(S(a,b)\) goes to zero at infinity, so the integral of its derivative with respect to \(r_{1i}\) is zero. The derivative acts on three factors. On the two polynomials it gives \(a_iS(a-1_i,b)\) and \(b_iS(a,b-1_i)\); a term with \(a_i=0\) or \(b_i=0\) is absent. On the exponentials it gives the factor

\[
-2\alpha(r_{1i}-A_i)-2\beta(r_{1i}-B_i)-2u^2(r_{1i}-r_{2i})
=-2(\zeta+u^2)(r_{1i}-G_i),
\qquad \mathbf G=\frac{\zeta\mathbf P+u^2\mathbf r_2}{\zeta+u^2},
\]

because \(\alpha A_i+\beta B_i=\zeta P_i\). The vanishing integral therefore reads

\[
0=a_iS(a-1_i,b)+b_iS(a,b-1_i)-2(\zeta+u^2)\int(r_{1i}-G_i)\,\phi_a\phi_b\,e^{-u^2r_{12}^2}d\mathbf r_1 .
\]

Now write \(r_{1i}-G_i=(r_{1i}-A_i)-(G_i-A_i)\). The factor \(r_{1i}-A_i\) raises the power \(a_i\) by one, and \(G_i-A_i\) does not depend on \(\mathbf r_1\). The last integral is thus \(S(a+1_i,b)-(G_i-A_i)S(a,b)\). Solving for the raised overlap,

\[
S(a+1_i,b)=(G_i-A_i)\,S(a,b)+\frac{a_iS(a-1_i,b)+b_iS(a,b-1_i)}{2(\zeta+u^2)} .
\]

For \(u\to0\) the third Gaussian becomes constant, \(\mathbf G\to\mathbf P\), and the rule is that of an ordinary two-centre overlap. For large \(u\) the point \(\mathbf G\) approaches \(\mathbf r_2\): the narrow third Gaussian holds electron 1 close to electron 2.

### (d) Two coupled equations

The coefficient \(G_i-A_i\) depends on \(\mathbf r_2\), so it cannot simply be taken out of the integral over electron 2. Turn the recurrence of part (c), and its counterpart for electron 2, into a closed pair of equations at fixed \(u\).

**Solution.** First separate the part of the coefficient that contains \(\mathbf r_2\):

\[
G_i-A_i=(P_i-A_i)+(G_i-P_i),\qquad
G_i-P_i=\frac{\zeta P_i+u^2r_{2i}-(\zeta+u^2)P_i}{\zeta+u^2}=\frac{u^2}{\zeta+u^2}(r_{2i}-P_i).
\]

Abbreviate \(I(ab,cd;u)\) by \(I\), and define the first moments of the two electrons about their product centres:

\[
X=\iint(r_{1i}-P_i)\,\phi_a\phi_b\,e^{-u^2r_{12}^2}\phi_c\phi_d\,d\mathbf r_1d\mathbf r_2,
\qquad
Y=\iint(r_{2i}-Q_i)\,\phi_a\phi_b\,e^{-u^2r_{12}^2}\phi_c\phi_d\,d\mathbf r_1d\mathbf r_2 .
\]

They are raised integrals in another form. Since \(r_{1i}-A_i=(P_i-A_i)+(r_{1i}-P_i)\), and similarly for electron 2,

\[
I(a+1_i\,b,cd)=(P_i-A_i)I+X,\qquad I(ab,c+1_i\,d)=(Q_i-C_i)I+Y .
\]

Collect the lowered integrals in

\[
L_{ab}=a_iI(a-1_i\,b,cd)+b_iI(a\,b-1_i,cd),\qquad
L_{cd}=c_iI(ab,c-1_i\,d)+d_iI(ab,c\,d-1_i).
\]

Multiply the recurrence of part (c) by \(\phi_c\phi_d(\mathbf r_2)\) and integrate over \(\mathbf r_2\). The left side becomes \((P_i-A_i)I+X\), and the term \((P_i-A_i)I\) occurs on both sides and cancels. In the remaining coefficient \(r_{2i}-P_i=(r_{2i}-Q_i)+(Q_i-P_i)\), whose integral is \(Y+(Q_i-P_i)I\). Hence

\[
X=\frac{u^2}{\zeta+u^2}\left[Y+(Q_i-P_i)I\right]+\frac{L_{ab}}{2(\zeta+u^2)} .
\]

The kernel \(e^{-u^2r_{12}^2}\) is symmetric in the two electrons. Repeating part (c) with electron 2 as the integration variable and electron 1 held fixed exchanges \(\zeta\) with \(\eta\), \(\mathbf P\) with \(\mathbf Q\), and \(ab\) with \(cd\):

\[
Y=\frac{u^2}{\eta+u^2}\left[X-(Q_i-P_i)I\right]+\frac{L_{cd}}{2(\eta+u^2)} .
\]

Each electron's mean displacement is driven by that of the other. This coupling disappears for \(u=0\), where the kernel no longer connects them.

### (e) Solution of the pair

Solve for \(X\), and write the result so that \(u\) appears only through the ratio \(\tau=u^2/(\rho+u^2)\), where \(\rho=\zeta\eta/(\zeta+\eta)\).

**Solution.** Insert the second equation into the first and move the term with \(X\) to the left:

\[
\left[1-\frac{u^4}{(\zeta+u^2)(\eta+u^2)}\right]X
=\frac{u^2}{\zeta+u^2}\left[1-\frac{u^2}{\eta+u^2}\right](Q_i-P_i)I
+\frac{L_{ab}}{2(\zeta+u^2)}+\frac{u^2L_{cd}}{2(\zeta+u^2)(\eta+u^2)} .
\]

The bracket on the right equals \(\eta/(\eta+u^2)\). In the bracket on the left, \(u^4\) cancels from the numerator:

\[
(\zeta+u^2)(\eta+u^2)-u^4=\zeta\eta+(\zeta+\eta)u^2=(\zeta+\eta)(\rho+u^2)\equiv\Delta .
\]

This is positive, so the pair has a unique solution. Multiplication by \((\zeta+u^2)(\eta+u^2)/\Delta\) gives

\[
X=\frac{\eta u^2}{\Delta}(Q_i-P_i)I+\frac{\eta+u^2}{2\Delta}L_{ab}+\frac{u^2}{2\Delta}L_{cd}.
\]

By the definition of \(\tau\), \(u^2/\Delta=\tau/(\zeta+\eta)\). The first term contains \(\eta(Q_i-P_i)/(\zeta+\eta)\), which is the \(i\) component of the displacement from \(\mathbf P\) to the weighted centre

\[
\mathbf W=\frac{\zeta\mathbf P+\eta\mathbf Q}{\zeta+\eta},\qquad
W_i-P_i=\frac{\eta}{\zeta+\eta}(Q_i-P_i).
\]

For the second term use \(\zeta(\eta+u^2)=\Delta-\eta u^2\), together with \(\eta/(\zeta+\eta)=\rho/\zeta\):

\[
\frac{\eta+u^2}{\Delta}=\frac1\zeta\left(1-\frac{\eta u^2}{\Delta}\right)
=\frac1\zeta\left(1-\frac{\eta\,\tau}{\zeta+\eta}\right)=\frac1\zeta\left(1-\frac{\rho}{\zeta}\tau\right).
\]

The solution is therefore

\[
X=\tau(W_i-P_i)I+\frac1{2\zeta}\left(1-\frac\rho\zeta\tau\right)L_{ab}+\frac{\tau}{2(\zeta+\eta)}L_{cd}.
\]

Two limits show what it contains. At \(u=0\), \(\tau=0\) and \(X=L_{ab}/(2\zeta)\), the result for electron 1 alone. For \(u\to\infty\), \(\tau\to1\). Because \(1-\rho/\zeta=\zeta/(\zeta+\eta)\), the coefficients of \(L_{ab}\) and \(L_{cd}\) both tend to \(1/[2(\zeta+\eta)]\). The two electrons then sit at the same point, and the four functions form one overlap distribution with total exponent \(\zeta+\eta\) and centre \(\mathbf W\). Between these limits each coefficient is linear in \(\tau\).

## Second half: from fixed \(u\) to repulsion integrals and numbers

The first half used the pair exponents \(\zeta=\alpha+\beta\) and \(\eta=\gamma+\delta\), the product centres \(\mathbf P\) and \(\mathbf Q\), the prefactors \(K_{AB}\) and \(K_{CD}\), the reduced exponent \(\rho=\zeta\eta/(\zeta+\eta)\) and the centre \(\mathbf W=(\zeta\mathbf P+\eta\mathbf Q)/(\zeta+\eta)\). With the kernel \(e^{-u^2r_{12}^2}\) in place of \(1/r_{12}\) the integral is \(I(ab,cd;u)\), or \(I\) for short, and \((ab|cd)=(2/\sqrt\pi)\int_0^\infty I\,du\). With \(\tau=u^2/(\rho+u^2)\) the results of parts (d) and (e) combine to

\[
I(a+1_i\,b,cd)=(P_i-A_i)I+\tau(W_i-P_i)I+\frac1{2\zeta}\left(1-\frac\rho\zeta\tau\right)L_{ab}+\frac{\tau}{2(\zeta+\eta)}L_{cd},
\]

where \(L_{ab}=a_iI(a-1_i\,b,cd)+b_iI(a\,b-1_i,cd)\), and \(L_{cd}\) is the same combination for \(c\) and \(d\).

### (f) The recurrence for the repulsion integrals

The factors \(\tau\) prevent the integral over \(u\) from closing on repulsion integrals alone. Introduce a family of integrals on which it does close, and write out the recurrence term by term.

At fixed \(u\), the integral with one power raised has been expressed through integrals with unchanged and lowered powers, with coefficients linear in \(\tau\). It remains to carry out the integral over \(u\) with a family of integrals on which the recurrence closes, to find the starting integrals, and to apply the rule to numbers.
